# Plasmon width in the uniform electron gas and the exchange-correlation kernel: a program that tests the result

```python
# Plasmon damping in the 3D electron gas (T=0, atomic units inside, eV and angstrom printed).
# Under test: chi = chi0/(1-(v+f)chi0), v=4pi/q^2. Real f (RPA, ALDA): delta plasmon for q<qc.
# Dynamic f(w): FWHM = -n q^2 Im f(wp)/wp. Two-pair golden rule: Im chi ~ q^4, so Im f is finite;
# direct part = -(pi/n^2) int d3k/(2pi)^3 v^2 int dw' [23/30 S S' + 8/15 k^2/w^2 T S'];
# tail Im f -> -(23 pi/15) w^-1.5.  S, T: density and transverse-current pair spectra.
# n density, kF Fermi wavevector, wp plasma frequency, f0/finf static/infinite-frequency kernel.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma
from scipy.constants import physical_constants as pc
from pyscf.dft import libxc
pi = np.pi
HA = pc['Hartree energy in eV'][0]; A0 = pc['Bohr radius'][0]*1e10
HBAR_FS = pc['reduced Planck constant in eV s'][0]*1e15
FU = HA*A0**3; CT = 23*pi/15

def gas(rs):
    n = 3/(4*pi*rs**3)
    return n, (3*pi**2*n)**(1/3), np.sqrt(4*pi*n)
def psi(x):
    return x/2 + (1-x*x)/4*(np.log(abs(x+1)+1e-300) - np.log(abs(x-1)+1e-300))
def discs(q, w, kF):
    return (np.maximum(1-(w/(q*kF)-q/(2*kF))**2, 0), np.maximum(1-(w/(q*kF)+q/(2*kF))**2, 0))
def spec_S(q, w, kF):
    a, b = discs(q, w, kF); return kF**2/(4*pi**2*q)*(a-b)
def spec_T(q, w, kF):
    a, b = discs(q, w, kF); return kF**4/(16*pi**2*q)*(a*a-b*b)
def chi0(q, w, kF):
    re = kF**2/(pi**2*q)*(psi(w/(q*kF)-q/(2*kF)) - psi(w/(q*kF)+q/(2*kF)))
    return re - 1j*pi*spec_S(q, w, kF)
def chi0_def(q, z, kF):   # momentum sum from the definition, complex frequency z
    # Gauss-Legendre panels, graded toward the poles that lie Im(z)/q off the real axis
    edges = list(np.linspace(-kF, kF, 17))
    for p0 in ((z.real-q*q/2)/q, (-z.real-q*q/2)/q):
        if abs(p0) < kF:
            step = z.imag/q*2.0**np.arange(-1, 40)
            edges += [p for p in np.concatenate(([p0], p0-step, p0+step)) if abs(p) < kF]
    edges = np.unique(edges); x, wt = np.polynomial.legendre.leggauss(20)
    half = np.diff(edges)[:, None]/2; p = edges[:-1, None]+half*(1+x[None, :])
    e = q*p+q*q/2
    return np.sum(half*wt*(kF**2-p*p)/(4*pi**2)*2*e/((z-e)*(z+e)))
def xc(n):
    r = libxc.eval_xc('LDA_X,LDA_C_PW', np.array([n]), spin=0, deriv=2)
    return float(np.ravel(r[0])[0]), float(np.ravel(r[1][0])[0]), float(np.ravel(r[2][0])[0])
def gki(n):
    e, v, f0 = xc(n); tc = 3*v-4*e; u = 5*e-3*v; finf = (2*tc+4*u/15)/n
    b = (gamma(.25)**2/np.sqrt(32*pi)*(finf-f0)/CT)**(4/3)
    return e, v, f0, tc, u, finf, -CT*b**1.25, b
def two_pair(w, rs, screened, m=1200):   # factorized direct two-pair kernel
    n, kF, _ = gas(rs); r = np.sqrt(kF**2+w); k0, k1 = r-kF, r+kF
    t = (np.arange(m)+.5)/m; k = (k0+(k1-k0)*t)[:, None]; x = (w*t)[None, :]; v = 4*pi/k**2
    S = spec_S(k, x, kF)
    if screened: S = S/abs(1-v*chi0(k, x, kF))**2
    F = k*k/(2*pi**2)*v*v*(23/30*S + 8/15*k*k/w**2*spec_T(k, x, kF))*S[:, ::-1]
    return -pi/n**2*F.mean()*(k1-k0)*w

rs = 4.0; n, kF, wp = gas(rs); EF = kF**2/2
wtop = lambda q: q*kF+q*q/2
# Lindhard function against its definition
q = 0.5*kF
assert abs(chi0_def(q, wp+0j, kF)/chi0(q, wp, kF)-1) < 1e-8
assert abs(chi0_def(q, .3*q*kF+2e-6j, kF)/chi0(q, .3*q*kF, kF)-1) < 2e-3
assert abs(chi0_def(q, wp+2e-4j, kF).imag/chi0_def(q, wp+1e-4j, kF).imag-2) < 1e-3
qs = 0.02*kF
assert abs((chi0_def(qs, wp+0j, kF).real*wp**2/(n*qs*qs)-1)*wp**2/qs**2/(.6*kF**2)-1) < 2e-3
m3 = 2*quad(lambda w: w**3*spec_S(q, w, kF), 0, wtop(q), points=[q*kF-q*q/2])[0]
assert abs(m3/(n*q*q*(q**4/4+2*q*q*.3*kF**2))-1) < 1e-8
# kernel limits
e, vxc, f0, tc, u, finf, a, b = gki(n); h = 1e-3*n; ex = lambda x: xc(x)[0]
assert abs(((n+h)*ex(n+h)-2*n*e+(n-h)*ex(n-h))/h**2/f0-1) < 1e-5
d = lambda s: (ex(n+h)/(n+h)**s-ex(n-h)/(n-h)**s)/(2*h)
assert abs((-.8*n**(2/3)*d(2/3)+6*n**(1/3)*d(1/3))/finf-1) < 1e-4
mu_g, w_g = np.polynomial.legendre.leggauss(200)
def moment_int(s):   # interaction part of third moment / q^2, Hartree-Fock S(k), kF=1
    g = lambda k: k*k*(.75*k-k**3/16-1)*(.5*np.sum(w_g*(k*mu_g-s)**2/(k*k+s*s-2*k*s*mu_g))-1/3)
    return 2/pi*sum(quad(g, x, y, epsabs=1e-11, limit=200)[0] for x, y in ((0, s), (s, 10*s), (10*s, 2)))/s**2
assert abs((2*moment_int(.005)-moment_int(.01))/(4/15*(-3/(4*pi)))-1) < 2e-3
imf = lambda w: a*w/(1+b*w*w)**1.25
def ref(w):
    g = lambda x: (x*imf(x)-w*imf(w))/(x*x-w*w)
    return finf + 2/pi*(quad(g, 0, w)[0]+quad(g, w, np.inf)[0])
assert abs((finf+2/pi*quad(lambda x: imf(x)/x, 0, np.inf)[0])/f0-1) < 1e-7
gc = lambda x: 2*x*imf(x)/(pi*(x+wp))
pv = quad(gc, 0, 2*wp, weight='cauchy', wvar=wp)[0]+quad(lambda x: gc(x)/(x-wp), 2*wp, np.inf)[0]
assert abs((finf+pv)/ref(wp)-1) < 1e-6
# real kernels: real pole whose delta weight completes the f-sum rule
D = lambda q, w, f: 1-(4*pi/q**2+f)*chi0(q, w, kF)
pole = lambda q, f: brentq(lambda w: D(q, w, f).real, wtop(q)*(1+1e-10), 5*wp, xtol=1e-14)
qc = {}; share = {}
for name, f in (('RPA', 0.), ('ALDA', f0)):
    qc[name] = brentq(lambda x: D(x, wtop(x), f).real, .3*kF, 1.5*kF)
    w0 = pole(q, f); dD = (D(q, w0+1e-5, f)-D(q, w0-1e-5, f)).real/2e-5
    tot = pi*n*q*q/2; share[name] = w0*pi*chi0(q, w0, kF).real/dD/tot
    cont = quad(lambda w: -w*(chi0(q, w, kF)/D(q, w, f)).imag, 1e-12, wtop(q),
                points=[q*kF-q*q/2], limit=400, epsabs=1e-13)[0]/tot
    assert abs(share[name]+cont-1) < 1e-5
assert all(pole(x, 0.) > wp for x in np.linspace(.05, .98, 30)*qc['RPA'])
# dynamic kernel: width read from the spectrum on the real axis
law = lambda q, f: -n*q*q*f/wp
def peak(q):
    A = lambda w: -(chi0(q, w, kF)/D(q, w, ref(w)+1j*imf(w))).imag
    w0 = brentq(lambda w: D(q, w, ref(w)).real, wtop(q)*1.0001, 2*wp); G = law(q, imf(wp))
    x = minimize_scalar(lambda s: -A(w0+s*G), bounds=(-1, 1), method='bounded', options={'xatol': 1e-6}).x
    wm = w0+x*G; H = A(wm)/2
    return wm, G*(brentq(lambda s: A(wm+s*G)-H, 0, 5)-brentq(lambda s: A(wm+s*G)-H, -5, 0))
r1, r2 = [peak(x*kF)[1]/law(x*kF, imf(wp)) for x in (.05, .1)]
assert abs(r1-1) < 1e-2 and abs(r1-1) < .35*abs(r2-1)+1e-4
alpha = (.6*kF**2+n*ref(wp))/(2*wp)
assert abs((peak(.05*kF)[0]-wp)/(.05*kF)**2/alpha-1) < 1e-2
# two-pair golden rule by Monte Carlo with the unexpanded amplitude
rng = np.random.default_rng(7); N = 600000; qm = 0.005*kF
def unit():
    x = rng.normal(size=(3, N)); return x/np.sqrt((x*x).sum(0))
P1 = unit()*kF*rng.random(N)**(1/3); P2 = unit()*kF*rng.random(N)**(1/3); KH = unit()
dot = lambda x, y: (x*y).sum(0); vc = lambda x: 4*pi/dot(x, x)
def amp(pa, pb, ra, rb, w, q, c2=1.):
    leg = lambda p, r: 1/(w-q*p[2]-q*q/2)-1/(w-q*r[2]+q*q/2)
    return vc(rb-pb)*leg(pa, ra)+c2*vc(ra-pa)*leg(pb, rb)
def kin(w, q):
    s = dot(KH, P1-P2); root = np.sqrt(s*s+4*(w-q*(P1[2]+P2[2])/2-q*q/4)); k = (root-s)/2
    hq = np.array([[0], [0], [q/2]]); R1 = P1+k*KH+hq; R2 = P2-k*KH+hq
    ok = (dot(R1, R1) > kF**2) & (dot(R2, R2) > kF**2)
    return P1[:, ok], P2[:, ok], R1[:, ok], R2[:, ok], k[ok], KH[:, ok], (k*k/root)[ok]
pref = -(pi/2)*(n/2)**2/(2*pi**2)
def mean_err(y):
    m = y.sum()/N; return pref*m, abs(pref)*np.sqrt(((y*y).sum()/N-m*m)/N)
def golden(w, q, c2=1.):   # Im chi: direct, its error, direct plus exchange
    p1, p2, s1, s2, k, kh, J = kin(w, q)
    Md = amp(p1, p2, s1, s2, w, q, c2); Mx = amp(p1, p2, s2, s1, w, q, c2)
    return (*mean_err(4*J*Md**2), mean_err(J*(4*Md**2-2*Md*Mx))[0])
qt = 1e-4*kF; p1, p2, s1, s2, k, kh, J = kin(wp, qt); v = 4*pi/k**2; mu = kh[2]
M2 = 1-2*mu**2-2*k*mu*(p1[2]-p2[2]+k*mu)/wp
assert np.max(abs(amp(p1, p2, s1, s2, wp, qt)/(v*qt**2/wp**2)-M2)) < 2e-2
g1, g2 = golden(wp, qm), golden(wp, 2*qm)
p_both = np.log2(g2[2]/g1[2]); p_one = np.log2(golden(wp, 2*qm, 0.)[0]/golden(wp, qm, 0.)[0])
assert abs(p_both-4) < .03 and abs(p_one-2) < .03
norm = (n*qm*qm/wp**2)**2; fb = two_pair(wp, rs, False); fs = two_pair(wp, rs, True)
assert abs(two_pair(wp, rs, True, 600)/fs-1) < 1e-3
assert abs(g1[0]/norm-fb) < 4*g1[1]/norm+3e-3*abs(fb)   # statistics plus finite-q bias
gx = g1[2]/g1[0]
wh = 400*EF; gh = golden(wh, qm); tail = -gh[2]/(n*qm*qm/wh**2)**2*wh**1.5
assert abs(tail/CT-1) < .015 and abs(gh[2]/gh[0]-.5) < .01
p1, p2, s1, s2, k, kh, J = kin(wp, 0.); v = 4*pi/k**2; mu = kh[2]
w1 = k*dot(kh, p1)+k*k/2; e1 = 1-v*chi0(k, w1, kF); e2 = 1-v*chi0(k, wp-w1, kF)
perp = lambda p: p[2]-mu*dot(kh, p)
Ms = v*((1-4*mu**2)/(e1*e2)-2*mu*k/wp*(perp(p1)/e2-perp(p2)/e1))
ms, es = mean_err(4*J*abs(Ms)**2/n**2)
assert abs(ms-fs) < 4*es+1e-3*abs(fs)

print(f"rs = {rs:.1f}, n = {n/A0**3:.5f} 1/A^3, kF = {kF/A0:.4f} 1/A")
print(f"EF = {EF*HA:.4f} eV, wp = {wp*HA:.4f} eV")
for s in qc:
    print(f"{s}: qc = {qc[s]/A0:.4f} 1/A, energy at qc = {wtop(qc[s])*HA:.3f} eV")
    print(f"{s}: plasmon share of f-sum at q = {q/A0:.4f} 1/A: {share[s]:.5f}")
print(f"exc = {e*HA:.4f} eV, vxc = {vxc*HA:.4f} eV, tc = {tc*HA:.4f} eV, u = {u*HA:.4f} eV")
print(f"f0 = {f0*FU:.3f} eV A^3, finf = {finf*FU:.3f} eV A^3")
print(f"gamma = {gamma(.25)**2/np.sqrt(32*pi):.5f}, c = 23pi/15 = {CT:.4f} a.u.")
print(f"GKI a = {a*A0**3:.4f} A^3, b = {b/HA**2:.6f} 1/eV^2, b wp^2 = {b*wp*wp:.4f}")
print(f"GKI Re f(wp) = {ref(wp)*FU:.3f} eV A^3")
print(f"GKI Im f(wp) = {imf(wp)*FU:.3f} eV A^3 = {imf(wp):.4f} a.u.")
print(f"dispersion dw/dq^2: RPA {.3*kF**2/wp*HA*A0**2:.4f}, ALDA {(.6*kF**2+n*f0)/(2*wp)*HA*A0**2:.4f}, GKI {alpha*HA*A0**2:.4f} eV A^2")
print(f"FWHM/law at q = {.05*kF/A0:.4f}, {.1*kF/A0:.4f} 1/A: {r1:.5f}, {r2:.5f}")
for qa in (.1, .2, .4):
    x = qa*A0; wm, G = peak(x)
    print(f"q = {qa} 1/A: pair edge {wtop(x)*HA:.3f}, RPA {pole(x, 0.)*HA:.4f}, ALDA {pole(x, f0)*HA:.4f}, GKI peak {wm*HA:.4f} eV")
    print(f"   GKI FWHM {G*HA:.5f} eV, law {law(x, imf(wp))*HA:.5f} eV, hbar/FWHM {HBAR_FS/(G*HA):.2f} fs")
rr = np.sqrt(kF**2+wp)
print(f"two-pair k range at wp: {(rr-kF)/A0:.4f} to {(rr+kF)/A0:.4f} 1/A; kTF = {np.sqrt(4*kF/pi)/A0:.4f} 1/A")
print(f"Monte Carlo q = {qm/A0:.5f} and {2*qm/A0:.5f} 1/A, samples {N}")
print(f"power of q in Im chi: both electrons {p_both:.3f}, one electron {p_one:.3f}")
print(f"bare direct Im f(wp): quadrature {fb*FU:.2f}, Monte Carlo {g1[0]/norm*FU:.2f} +- {g1[1]/norm*FU:.2f} eV A^3")
print(f"screened direct Im f(wp): quadrature {fs*FU:.3f}, Monte Carlo {ms*FU:.3f} +- {es*FU:.3f} eV A^3")
print(f"exchange factor (bare): {gx:.3f} at wp, {gh[2]/gh[0]:.3f} at {wh*HA:.0f} eV")
print(f"tail -Im f w^1.5 at {wh*HA:.0f} eV, Monte Carlo: {tail:.3f} a.u.")
for s, f in (('GKI', imf(wp)), ('bare direct', fb), ('bare with exchange', fb*gx),
             ('screened direct', fs), ('screened x exchange factor', fs*gx)):
    print(f"{s}: Im f {f*FU:.2f} eV A^3, Gamma/q^2 {law(1., f)*HA*A0**2:.4f} eV A^2, Gamma(0.2 1/A) {law(.2*A0, f)*HA:.5f} eV")
print(f"ratio GKI / screened direct = {imf(wp)/fs:.2f}")
n2, k2, w2 = gas(2.); a2, b2 = gki(n2)[6:]
print(f"rs = 2.0: wp = {w2*HA:.3f} eV, kF = {k2/A0:.4f} 1/A")
for s, f in (('GKI', a2*w2/(1+b2*w2*w2)**1.25), ('bare direct', two_pair(w2, 2., False)),
             ('screened direct', two_pair(w2, 2., True))):
    print(f"rs = 2.0 {s}: Im f {f*FU:.3f} eV A^3, Gamma/q^2 {-n2*f/w2*HA*A0**2:.4f} eV A^2")
print("all good")
```

Printed output:

```
rs = 4.0, n = 0.02517 1/A^3, kF = 0.9067 1/A
EF = 3.1320 eV, wp = 5.8914 eV
RPA: qc = 0.8571 1/A, energy at qc = 8.721 eV
RPA: plasmon share of f-sum at q = 0.4533 1/A: 0.98994
ALDA: qc = 0.7849 1/A, energy at qc = 7.770 eV
ALDA: plasmon share of f-sum at q = 0.4533 1/A: 0.98830
exc = -3.9840 eV, vxc = -5.1764 eV, tc = 0.4065 eV, u = -4.3904 eV
f0 = -61.736 eV A^3, finf = -14.214 eV A^3
gamma = 1.31103, c = 23pi/15 = 4.8171 a.u.
GKI a = -4.9797 A^3, b = 0.006388 1/eV^2, b wp^2 = 0.2217
GKI Re f(wp) = -49.214 eV A^3
GKI Im f(wp) = -22.840 eV A^3 = -5.6643 a.u.
dispersion dw/dq^2: RPA 2.4306, ALDA 1.4255, GKI 1.6294 eV A^2
FWHM/law at q = 0.0453, 0.0907 1/A: 0.99985, 0.99940
q = 0.1 1/A: pair edge 0.729, RPA 5.9159, ALDA 5.9058, GKI peak 5.9079 eV
   GKI FWHM 0.00743 eV, law 0.00744 eV, hbar/FWHM 88.58 fs
q = 0.2 1/A: pair edge 1.534, RPA 5.9905, ALDA 5.9508, GKI peak 5.9590 eV
   GKI FWHM 0.02965 eV, law 0.02975 eV, hbar/FWHM 22.20 fs
q = 0.4 1/A: pair edge 3.373, RPA 6.3124, ALDA 6.1614, GKI peak 6.1947 eV
   GKI FWHM 0.11648 eV, law 0.11898 eV, hbar/FWHM 5.65 fs
two-pair k range at wp: 0.3563 to 2.1697 1/A; kTF = 1.4770 1/A
Monte Carlo q = 0.00453 and 0.00907 1/A, samples 600000
power of q in Im chi: both electrons 4.000, one electron 2.001
bare direct Im f(wp): quadrature -289.83, Monte Carlo -289.58 +- 0.92 eV A^3
screened direct Im f(wp): quadrature -7.995, Monte Carlo -8.022 +- 0.029 eV A^3
exchange factor (bare): 0.793 at wp, 0.503 at 1253 eV
tail -Im f w^1.5 at 1253 eV, Monte Carlo: 4.862 a.u.
GKI: Im f -22.84 eV A^3, Gamma/q^2 0.7436 eV A^2, Gamma(0.2 1/A) 0.02975 eV
bare direct: Im f -289.83 eV A^3, Gamma/q^2 9.4364 eV A^2, Gamma(0.2 1/A) 0.37746 eV
bare with exchange: Im f -229.93 eV A^3, Gamma/q^2 7.4861 eV A^2, Gamma(0.2 1/A) 0.29944 eV
screened direct: Im f -8.00 eV A^3, Gamma/q^2 0.2603 eV A^2, Gamma(0.2 1/A) 0.01041 eV
screened x exchange factor: Im f -6.34 eV A^3, Gamma/q^2 0.2065 eV A^2, Gamma(0.2 1/A) 0.00826 eV
ratio GKI / screened direct = 2.86
rs = 2.0: wp = 16.664 eV, kF = 1.8133 1/A
rs = 2.0 GKI: Im f -5.215 eV A^3, Gamma/q^2 0.4802 eV A^2
rs = 2.0 bare direct: Im f -43.222 eV A^3, Gamma/q^2 3.9803 eV A^2
rs = 2.0 screened direct: Im f -1.623 eV A^3, Gamma/q^2 0.1495 eV A^2
all good
```
